# Island diffusion by edge hops: two derivations of the inverse-cube law: a program that tests the result

```python
# Result under test: a two-dimensional island of radius R whose atoms hop only
# along its edge diffuses with D = nu * a^5 / (2 pi R^3).
# a: lattice constant, area per atom a^2; N = pi R^2 / a^2 atoms;
# nu: summed squared hop length per time and per edge length a, in units a^2.
# Correlations between hops may rescale nu but must not change the exponent.
# gamma: edge free energy per length; tau = kT / (gamma R).
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge

rng = np.random.default_rng(12345)


# ---------- transport by edge atoms between kinks ----------
def far_kink_probability(gap):
    """Atom starts one site from its kink; chance to end at the next kink."""
    if gap == 1:
        return 1.0
    size = gap - 1
    matrix = 2 * np.eye(size) - np.eye(size, k=1) - np.eye(size, k=-1)
    source = np.zeros(size)
    source[-1] = 1.0
    return np.linalg.solve(matrix, source)[0]


gaps = rng.integers(1, 15, size=40)
squared_transfer = sum(2 * g**2 * far_kink_probability(g) for g in gaps)
transfer_per_site = squared_transfer / gaps.sum()   # in units w a^2
assert abs(transfer_per_site - 2.0) < 1e-10


def kink_probability(energy_over_kt):
    x = np.exp(-energy_over_kt)
    return 2 * x / (1 + x)


steps_height = np.arange(-200, 201)
for energy in (0.5, 1.3, 2.5):
    weights = np.exp(-energy * np.abs(steps_height))
    direct = 1 - weights[200] / weights.sum()
    assert abs(direct - kink_probability(energy)) < 1e-10


# ---------- continuum edge: geometry by Fourier derivatives ----------
def derivative(values):
    m = values.shape[-1]
    modes = np.fft.fftfreq(m, 1 / m)
    modes[m // 2] = 0
    return np.fft.ifft(1j * modes * np.fft.fft(values, axis=-1), axis=-1)


def geometry(z):
    dz = derivative(z)
    speed = np.abs(dz)
    normal = -1j * dz / speed
    curvature = np.imag(np.conj(dz) * derivative(dz)) / speed**3
    return speed, normal, curvature


def area_and_centroid(z):
    dz = derivative(z)
    h = 2 * np.pi / z.size
    area = (np.sum(np.conj(z) * dz) * h / 2j).real
    return area, np.sum(np.abs(z)**2 * dz) * h / 2j / area


def edge_velocity(z):
    """Normal velocity: second arc-length derivative of the curvature."""
    speed, normal, curvature = geometry(z)
    gradient = derivative(curvature).real / speed
    return derivative(gradient).real / speed, normal


theta = 2 * np.pi * np.arange(256) / 256
shape = 1 + 0.10 * np.cos(2 * theta) + 0.06 * np.cos(3 * theta + 0.4)
curve = shape * np.exp(1j * theta)
velocity, normal = edge_velocity(curve)
small = 1e-5
plus = area_and_centroid(curve + small * velocity * normal)[1]
minus = area_and_centroid(curve - small * velocity * normal)[1]
drift_moved = (plus - minus) / (2 * small)
speed, normal, curvature = geometry(curve)
area = area_and_centroid(curve)[0]
drift_formula = -np.sum((curvature - 1)**2 * normal * speed)
drift_formula *= 2 * np.pi / 256 / area
assert abs(drift_formula) > 1e-3
assert abs(drift_moved - drift_formula) < 1e-4 * abs(drift_formula)

theta = 2 * np.pi * np.arange(64) / 64
mode_rates = []
for n in range(1, 6):
    amplitude = 1e-4
    z = (1 + amplitude * np.cos(n * theta)) * np.exp(1j * theta)
    v = edge_velocity(z)[0]
    mode_rates.append(-2 * np.mean(v * np.cos(n * theta)) / amplitude)
    assert abs(mode_rates[-1] - n**2 * (n**2 - 1)) < 0.01

# Thermal curves: excess edge length and variance of the drift integral.
tau, top_mode, samples = 1e-4, 8, 20000
radius = np.ones((samples, 64))
for n in range(2, top_mode + 1):
    sigma = np.sqrt(tau / (2 * np.pi * (n**2 - 1)) / 2)
    c = sigma * (rng.normal(size=samples) + 1j * rng.normal(size=samples))
    radius += 2 * np.real(c[:, None] * np.exp(1j * n * theta))
curves = radius * np.exp(1j * theta)
speed, normal, curvature = geometry(curves)
h = 2 * np.pi / 64
lengths = speed.sum(axis=1) * h
areas = 0.5 * (radius**2).sum(axis=1) * h
excess_sampled = np.mean(lengths - 2 * np.sqrt(np.pi * areas)) / tau
excess_formula = top_mode - 1
assert abs(excess_sampled / excess_formula - 1) < 0.05
drifts = ((curvature - 1)**2 * normal * speed).sum(axis=1) * h
variance_sampled = np.mean(np.abs(drifts)**2) / tau**2
variance_formula = 4 * sum((n**2 - 1) * ((n + 1)**2 - 1)
                           for n in range(2, top_mode))
# Sampling error near 1 percent, nonlinear shape terms a few percent.
assert abs(variance_sampled / variance_formula - 1) < 0.08


def memory_sum(n_max):
    n = np.arange(2, n_max, dtype=float)
    p, q = n**2 - 1, (n + 1)**2 - 1
    return 2 * np.sum(p * q / (n**2 * p + (n + 1)**2 * q))


def net_correction(n_max):
    """Length gain minus memory, in units Gamma kT / (gamma N^2)."""
    return 0.5 * (n_max - 1) - memory_sum(n_max)


# Series resistance of a rough edge demands a slope of -1/2 per mode.
memory_slope = (memory_sum(2000) - memory_sum(1000)) / 1000
net_slope = (net_correction(2000) - net_correction(1000)) / 1000
assert abs(net_slope + 0.5) < 1e-3
bounded_part = net_correction(2000) + 1000
assert abs(bounded_part - net_correction(1000) - 500) < 0.01

# ---------- lattice Monte Carlo of a whole island ----------
# Neighbours in ring order; an atom may leave or enter a site only if this
# keeps the island connected and free of holes, so all motion is on the edge.
ring = np.array([(1, 0), (1, 1), (0, 1), (-1, 1),
                 (-1, 0), (-1, -1), (0, -1), (1, -1)])
bits = (np.arange(256)[:, None] >> np.arange(8)) & 1
connectivity = sum(bits[:, k] * (1 - bits[:, k + 1] * bits[:, (k + 2) % 8])
                   for k in (0, 2, 4, 6))
removable = connectivity == 1
bonds = bits[:, ::2].sum(axis=1)
bond_over_kt = 2.6
acceptance = np.minimum(1.0, np.exp(bond_over_kt * np.arange(-4, 5)))


def simulate(atoms, box, copies, equilibration, window, windows):
    cells = box * box
    x, y = np.divmod(np.arange(cells), box)
    neighbour = np.stack([((x + dx) % box) * box + (y + dy) % box
                          for dx, dy in ring], axis=1)
    base = np.arange(copies) * cells
    neighbour = (base[:, None, None] + neighbour).reshape(-1, 8)
    # Sites four apart can be updated together without influencing each other.
    sublattice = []
    for ox in range(4):
        for oy in range(4):
            chosen = np.flatnonzero((x % 4 == ox) & (y % 4 == oy))
            sublattice.append((base[:, None] + chosen).ravel())
    distance = (x - box / 2 - 0.23)**2 + (y - box / 2 - 0.11)**2
    single = np.zeros(cells, dtype=bool)
    single[np.argsort(distance)[:atoms]] = True
    grid = np.tile(single, copies)
    hop_x, hop_y = ring[:, 0].astype(float), ring[:, 1].astype(float)
    hop_square = (ring**2).sum(axis=1)
    total_steps = equilibration + window * windows
    order = rng.integers(0, 16, size=total_steps)
    shift_x, shift_y = np.zeros(copies), np.zeros(copies)
    activity, squares = 0.0, []
    for step in range(total_steps):
        if step == equilibration:
            shift_x[:] = 0
            shift_y[:] = 0
            activity = 0.0
        sites = sublattice[order[step]]
        start = sites[grid[sites]]
        direction = rng.integers(0, 8, size=start.size)
        target = neighbour[start, direction]
        free = np.flatnonzero(~grid[target])
        start, target, direction = start[free], target[free], direction[free]
        code_start = np.packbits(grid[neighbour[start]], axis=1,
                                 bitorder="little")[:, 0]
        grid[start] = False
        code_target = np.packbits(grid[neighbour[target]], axis=1,
                                  bitorder="little")[:, 0]
        gain = bonds[code_target] - bonds[code_start]
        accept = removable[code_start] & removable[code_target]
        accept &= rng.random(start.size) < acceptance[gain + 4]
        grid[start[~accept]] = True
        grid[target[accept]] = True
        moved = direction[accept]
        owner = start[accept] // cells
        shift_x += np.bincount(owner, weights=hop_x[moved], minlength=copies)
        shift_y += np.bincount(owner, weights=hop_y[moved], minlength=copies)
        activity += hop_square[moved].sum()
        done = step + 1 - equilibration
        if done > 0 and done % window == 0:
            squares.append(shift_x**2 + shift_y**2)
            shift_x[:] = 0
            shift_y[:] = 0
    assert np.all(grid.reshape(copies, cells).sum(axis=1) == atoms)
    # One step offers each atom each direction with probability 1/128.
    duration = window / 128
    squares = np.array(squares)
    diffusion = squares.mean() / (4 * duration * atoms**2)
    error = squares.std() / np.sqrt(squares.size) / squares.mean()
    rate = activity / (copies * windows * duration)
    island_radius = np.sqrt(atoms / np.pi)
    return dict(N=atoms, R=island_radius, D=diffusion, error=error,
                nu=rate / (2 * np.pi * island_radius),
                ratio=diffusion / (rate / (4 * atoms**2)), time=duration)


small_island = simulate(100, 20, 200, 9000, 3000, 8)
large_island = simulate(400, 32, 120, 9000, 3000, 8)
log_radius = np.log(large_island["R"] / small_island["R"])
exponent = np.log(small_island["D"] / large_island["D"]) / log_radius
exponent_error = np.hypot(small_island["error"],
                          large_island["error"]) / log_radius

# ---------- worked example with round model parameters ----------
a_nm, temperature, attempt = 0.3, 400.0, 1e13
barrier, formation, kink_energy = 0.4, 0.3, 0.05
kt = k_boltzmann * temperature / charge
hop_rate = attempt * np.exp(-barrier / kt)
occupation = np.exp(-formation / kt)
nu = transfer_per_site * hop_rate * occupation
kink_fraction = kink_probability(kink_energy / kt)

print(f"kink transport: squared transfer/(w a^2) per site = "
      f"{transfer_per_site:.6f}")
print("mode rates n=1..5 (units Gamma Omega^2 gamma/(kT R^4)):",
      " ".join(f"{abs(r):.3f}" for r in mode_rates))
print(f"centroid drift, moved curve (R=1 units): {abs(drift_moved):.6f}")
print(f"centroid drift, curvature identity     : {abs(drift_formula):.6f}")
print(f"excess length/(kT/gamma), modes 2-8: sampled {excess_sampled:.3f}, "
      f"formula {excess_formula}")
print(f"drift variance/tau^2: sampled {variance_sampled:.0f}, "
      f"formula {variance_formula}")
print(f"memory sum per added mode: {memory_slope:.5f}")
print(f"net correction per added mode: {net_slope:.5f}")
print(f"bounded part of net correction: {bounded_part:.3f}")
print(f"lattice simulation: bond energy/kT = {bond_over_kt}")
print(f"lattice kink probability per site (straight-edge estimate) = "
      f"{kink_probability(bond_over_kt / 2):.3f}")
for r in (small_island, large_island):
    print(f"N = {r['N']}: R/a = {r['R']:.3f}, window*nu0 = {r['time']:.2f}")
    print(f"  D/(a^2 nu0) = {r['D']:.3e}, relative error {r['error']:.3f}")
    print(f"  nu/nu0 = {r['nu']:.4f}, D/D0 = {r['ratio']:.3f}")
print(f"measured exponent of 1/R = {exponent:.2f} +- {exponent_error:.2f}")
print(f"example: a = {a_nm} nm, T = {temperature:.0f} K, kT = {kt:.5f} eV")
print(f"attempt frequency = {attempt:.1e} 1/s, hop barrier = {barrier} eV")
print(f"edge-atom formation energy = {formation} eV, "
      f"kink energy = {kink_energy} eV")
print(f"hop rate nu0 = {hop_rate:.3e} 1/s, occupation c = {occupation:.3e}")
print(f"nu = {nu:.3e} 1/s")
print(f"kink probability = {kink_fraction:.3f}, "
      f"kink spacing = {a_nm / kink_fraction:.3f} nm")
for radius_nm in (5.0, 10.0, 20.0):
    number = np.pi * radius_nm**2 / a_nm**2
    d_island = nu * a_nm**5 / (2 * np.pi * radius_nm**3)
    wander = radius_nm**2 / (4 * d_island)
    print(f"R = {radius_nm:.0f} nm: N = {number:.0f}, "
          f"D = {d_island:.3e} nm^2/s, R^2/(4D) = {wander:.3e} s")

# Finite islands carry corrections of relative order a/R, and D has a
# sampling error of a few percent; the margins below allow for both.
assert abs(exponent - 3) < 0.4
assert abs(small_island["nu"] / large_island["nu"] - 1) < 0.25
assert abs(small_island["ratio"] / large_island["ratio"] - 1) < 0.25
for r in (small_island, large_island):
    assert r["ratio"] < 1 + 4 * r["error"]
print("all tests passed")
```

It prints:

```
kink transport: squared transfer/(w a^2) per site = 2.000000
mode rates n=1..5 (units Gamma Omega^2 gamma/(kT R^4)): 0.000 12.000 72.000 240.000 600.000
centroid drift, moved curve (R=1 units): 0.119160
centroid drift, curvature identity     : 0.119160
excess length/(kT/gamma), modes 2-8: sampled 6.989, formula 7
drift variance/tau^2: sampled 24414, formula 24192
memory sum per added mode: 1.00000
net correction per added mode: -0.50000
bounded part of net correction: 2.893
lattice simulation: bond energy/kT = 2.6
lattice kink probability per site (straight-edge estimate) = 0.428
N = 100: R/a = 5.642, window*nu0 = 23.44
  D/(a^2 nu0) = 3.170e-04, relative error 0.026
  nu/nu0 = 0.5769, D/D0 = 0.620
N = 400: R/a = 11.284, window*nu0 = 23.44
  D/(a^2 nu0) = 4.030e-05, relative error 0.031
  nu/nu0 = 0.6074, D/D0 = 0.599
measured exponent of 1/R = 2.98 +- 0.06
example: a = 0.3 nm, T = 400 K, kT = 0.03447 eV
attempt frequency = 1.0e+13 1/s, hop barrier = 0.4 eV
edge-atom formation energy = 0.3 eV, kink energy = 0.05 eV
hop rate nu0 = 9.125e+07 1/s, occupation c = 1.660e-04
nu = 3.030e+04 1/s
kink probability = 0.380, kink spacing = 0.790 nm
R = 5 nm: N = 873, D = 9.374e-02 nm^2/s, R^2/(4D) = 6.667e+01 s
R = 10 nm: N = 3491, D = 1.172e-02 nm^2/s, R^2/(4D) = 2.134e+03 s
R = 20 nm: N = 13963, D = 1.465e-03 nm^2/s, R^2/(4D) = 6.827e+04 s
all tests passed
```
